# Valley-weighted 1s binding of antimony in silicon and single-valley theory: verification in Python

```python
"""Degeneracy-weighted 1s binding of Sb in Si against single-valley theory.

Result under test: for a donor with six equivalent valleys the weighted mean
(B_A1 + 3 B_T2 + 2 B_E)/6 is minus the diagonal element d of the effective
valley Hamiltonian, whatever the intervalley couplings g (opposite valleys)
and f (perpendicular valleys). It is compared with the ground state of
  -dxx - dyy - gamma dzz - 2/r,   gamma = m_t/m_l,
in units of the effective Rydberg and effective Bohr radius.
B: binding energy (positive), E = -B: energy from the conduction-band edge.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre

# ---------------------------------------------------------------- inputs
B_A1, B_T2, B_E = 42.7, 32.9, 30.5            # meV
mass_t, mass_l, eps = 0.1905, 0.9163, 11.4    # rough typical Si values
gamma = mass_t / mass_l
m_t = mass_t * const.m_e
bohr = (4 * np.pi * const.epsilon_0 * eps * const.hbar**2
        / (m_t * const.e**2))                 # m
rydberg = const.hbar**2 / (2 * m_t * bohr**2) / const.e * 1e3   # meV
bohr_nm = bohr * 1e9

# ------------------------------------------- symmetry of the valley matrix
valleys = [s * np.eye(3)[k] for k in range(3) for s in (1, -1)]
group = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        if np.prod(signs) == 1:               # keeps the product xyz: Td
            rotation = np.diag(signs) @ np.eye(3)[list(order)]
            perm = np.zeros((6, 6))
            for j, v in enumerate(valleys):
                i = next(i for i, u in enumerate(valleys)
                         if np.allclose(u, rotation @ v))
                perm[i, j] = 1
            group.append(perm)
assert len(group) == 24
characters = np.array([np.trace(p) for p in group])
assert np.isclose(characters.mean(), 1)          # one A1
assert np.isclose((characters**2).mean(), 3)     # three distinct irreps

rng = np.random.default_rng(4)
raw = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
raw = raw + raw.conj().T
averaged = sum(p @ raw @ p.T for p in group) / 24
assert np.allclose(averaged.imag, 0, atol=1e-12)
d0, g0, f0 = averaged[0, 0].real, averaged[0, 1].real, averaged[0, 2].real
formula = sorted([d0 + g0 + 4 * f0] + 3 * [d0 - g0] + 2 * [d0 + g0 - 2 * f0])
assert np.allclose(np.linalg.eigvalsh(averaged), formula, atol=1e-11)

# --------------------------------------------- mean and couplings for Sb
B_mean = (B_A1 + 3 * B_T2 + 2 * B_E) / 6
B_plain = (B_A1 + B_T2 + B_E) / 3
d = -B_mean
f = (-B_A1 + B_E) / 6
g = d + B_T2
valley_matrix = np.full((6, 6), f)
for i in range(6):
    valley_matrix[i, i] = d
    valley_matrix[i, i ^ 1] = g               # index of the opposite valley
levels_back, vectors_back = np.linalg.eigh(valley_matrix)
assert np.allclose(levels_back, [-B_A1] + 3 * [-B_T2] + 2 * [-B_E])
assert np.allclose(abs(vectors_back[:, 0]), 1 / np.sqrt(6))

# ------------------------- single valley: anisotropic Gaussian expansion
widths = np.geomspace(0.03, 4000, 15)
ratios = np.geomspace(1, 4.8, 4)
exp_t = np.repeat(widths, len(ratios))
exp_l = exp_t * np.tile(ratios, len(widths))


def gaussian_valley(anisotropy):
    """Energies and coefficients for exp(-exp_t rho^2 - exp_l z^2)."""
    p = exp_t[:, None] + exp_t
    q = exp_l[:, None] + exp_l
    overlap = np.pi**1.5 / (p * np.sqrt(q))
    kinetic = overlap * (4 * np.outer(exp_t, exp_t) / p
                         + 2 * anisotropy * np.outer(exp_l, exp_l) / q)
    s = np.sqrt(np.maximum(q / p - 1, 1e-14))
    coulomb = 2 * np.pi / p * np.arctan(s) / s
    norm = 1 / np.sqrt(np.diag(overlap))
    scale = np.outer(norm, norm)
    weight, vec = np.linalg.eigh(overlap * scale)
    keep = weight > 1e-8                      # drop near-dependent functions
    ortho = vec[:, keep] / np.sqrt(weight[keep])
    ham = ortho.T @ ((kinetic - 2 * coulomb) * scale) @ ortho
    energy, states = np.linalg.eigh((ham + ham.T) / 2)
    return energy, norm[:, None] * (ortho @ states)


def spherical_ground(anisotropy, lmax=20, n_radial=12, kappa=1.8):
    """Same ground state from Laguerre functions times Y_l0, l even."""
    x, w = roots_laguerre(40)
    r = x / (2 * kappa)
    measure = w * r**2 / (2 * kappa)
    funcs = []
    for l in range(0, lmax + 1, 2):
        power = 0 if l == 0 else 1
        a = 2 + 2 * power
        for n in range(n_radial):
            lag = eval_genlaguerre(n, a, x)
            dlag = -eval_genlaguerre(n - 1, a + 1, x) if n else 0 * x
            val = r**power * lag
            der = (power * val / r - kappa * val
                   + r**power * 2 * kappa * dlag)
            size = np.sqrt(np.sum(measure * val**2))
            funcs.append((l, val / size, der / size))
    count = len(funcs)
    ls = np.array([u[0] for u in funcs])
    val = np.array([u[1] for u in funcs])
    der = np.array([u[2] for u in funcs])
    same = ls[:, None] == ls
    inner = lambda u, v: (u * measure) @ v.T
    overlap = inner(val, val) * same
    grad = (inner(der, der)
            + (ls * (ls + 1))[:, None] * inner(val / r, val / r)) * same
    coulomb = inner(val / r, val) * same
    dz = np.zeros((count, lmax + 2, len(r)))
    for i, l in enumerate(ls):
        up = (l + 1) / np.sqrt(4 * (l + 1)**2 - 1)
        dz[i, l + 1] = up * (der[i] - l * val[i] / r)
        if l:
            down = l / np.sqrt(4 * l**2 - 1)
            dz[i, l - 1] = down * (der[i] + (l + 1) * val[i] / r)
    flat = (dz * np.sqrt(measure)).reshape(count, -1)
    ham = grad - (1 - anisotropy) * flat @ flat.T - 2 * coulomb
    return eigh(ham, overlap, eigvals_only=True)[0]


assert abs(gaussian_valley(1.0)[0][0] + 1) < 1e-3      # hydrogen limit
assert abs(spherical_ground(1.0, kappa=1.0) + 1) < 1e-9
energies, coeffs = gaussian_valley(gamma)
ground = energies[0]
ground_check = spherical_ground(gamma)
# both expansions are finite, hence the tolerance of 0.001 Ry*
assert abs(ground - ground_check) < 1e-3
B_single = -ground * rydberg
shift = B_mean - B_single

# ----------------- six valleys with a short-range core, all orders in it
n_env = len(energies)
axis_exponents = []
for axis in range(3):
    block = np.repeat(exp_t[:, None], 3, axis=1)
    block[:, axis] = exp_l
    axis_exponents.append(block)


def core_matrix(radius):
    """Elements of exp(-r^2/radius^2) between envelopes of all valleys."""
    core = np.zeros((6, n_env, 6, n_env))
    for i in range(6):
        for j in range(6):
            total = (axis_exponents[i // 2][:, None, :]
                     + axis_exponents[j // 2][None, :, :] + 1 / radius**2)
            gauss = np.pi**1.5 / np.sqrt(np.prod(total, axis=2))
            core[i, :, j, :] = coeffs.T @ gauss @ coeffs
    core = core.reshape(6 * n_env, 6 * n_env)
    return (core + core.T) / 2


def lowest_six(depth, core):
    ham = np.diag(np.tile(energies, 6)) - depth * core
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 5])


core_results = []
for radius_nm in (0.10, 0.20):
    radius = radius_nm / bohr_nm
    core = core_matrix(radius)
    ground_index = np.arange(6) * n_env
    bare = core[np.ix_(ground_index, ground_index)]
    # weak core: mean moves by one diagonal element, A1 by six of them
    weak = 1e-3 / radius**2
    weak_levels = lowest_six(weak, core)
    unit = -weak * bare[0, 0]
    assert abs((weak_levels.mean() - ground) / unit - 1) < 0.03
    assert abs((weak_levels[0] - ground) / unit - 6) < 0.3
    # core strength that puts A1 at the given level
    depth = brentq(lambda u: lowest_six(u, core)[0] + B_A1 / rydberg,
                   0, 3 / radius**2, xtol=1e-7)
    full = lowest_six(depth, core)
    first = np.linalg.eigvalsh(ground * np.eye(6) - depth * bare)
    assert np.allclose(full[3:6], ground, atol=1e-6)       # T2 unmoved
    assert abs(full[1] - full[2]) < 1e-6                   # E doublet
    assert abs(full[1] - ground) * rydberg < 0.3           # E nearly unmoved
    assert full.mean() <= first.mean() + 1e-9              # trace inequality
    core_results.append((radius_nm, depth * rydberg / 1e3,
                         -full * rydberg, -first * rydberg))

# ---------------------------------------------- sizes of neglected effects
eps_other = 11.7
B_single_other = B_single * (eps / eps_other)**2
eps_needed = eps * np.sqrt(B_single / B_mean)
rounding = (0.05 + 3 * 0.05 + 2 * 0.05) / 6
spin_orbit = 0.3                              # meV, rough T2 splitting
# worst case: the quoted T2 value is that of the spin doublet, so the four
# other T2 spin states out of twelve 1s spin states are displaced
spin_orbit_mean = 4 * spin_orbit / 12


def a1_fraction(temperature):
    kt = const.k * temperature / const.e * 1e3
    weights = np.array([1, 3 * np.exp((B_T2 - B_A1) / kt),
                        2 * np.exp((B_E - B_A1) / kt)])
    return weights[0] / weights.sum()


# ---------------------------------------------------------------- output
print(f"input bindings A1, T2, E: {B_A1}, {B_T2}, {B_E} meV")
print(f"sum of six bindings: {B_A1 + 3*B_T2 + 2*B_E:.1f} meV")
print(f"weighted mean binding: {B_mean:.2f} meV")
print(f"weighted mean binding: {B_mean*1e-3*const.e:.3e} J")
print(f"plain average of three levels: {B_plain:.2f} meV")
print(f"diagonal element d: {d:.2f} meV")
print(f"opposite-valley coupling g: {g:.2f} meV")
print(f"perpendicular-valley coupling f: {f:.2f} meV")
print(f"m_t, m_l: {mass_t}, {mass_l} m0; permittivity: {eps}")
print(f"mass ratio gamma: {gamma:.4f}")
print(f"effective Bohr radius a*: {bohr_nm:.3f} nm")
print(f"effective Rydberg Ry*: {rydberg:.2f} meV")
print(f"ground energy, Gaussian basis: {ground:.4f} Ry*")
print(f"ground energy, spherical basis: {ground_check:.4f} Ry*")
print(f"single-valley binding: {B_single:.2f} meV")
print(f"mean minus single-valley binding: {shift:.2f} meV")
print(f"same, relative to single valley: {100*shift/B_single:.1f} %")
print(f"A1 minus single-valley binding: {B_A1-B_single:.2f} meV")
print(f"T2 minus single-valley binding: {B_T2-B_single:.2f} meV")
print(f"E minus single-valley binding: {B_E-B_single:.2f} meV")
print(f"single-valley binding at eps {eps_other}: {B_single_other:.2f} meV")
print(f"mean minus that value: {B_mean-B_single_other:.2f} meV")
print(f"eps needed to match the mean: {eps_needed:.2f}")
print(f"largest rounding error of mean: {rounding:.2f} meV")
print(f"rough T2 spin-orbit splitting: {spin_orbit:.1f} meV")
print(f"its largest effect on mean: {spin_orbit_mean:.2f} meV")
for radius_nm, depth_ev, full, first in core_results:
    print(f"core model, range {radius_nm:.2f} nm: depth {depth_ev:.2f} eV")
    print(f"  full A1, T2, E: {full[0]:.2f}, {full[3]:.2f}, "
          f"{full[1]:.2f} meV")
    print(f"  first-order A1 binding: {first[0]:.2f} meV")
    print(f"  mean binding, full: {full.mean():.2f} meV")
    print(f"  mean binding, first order: {first.mean():.2f} meV")
for temperature in (4.2, 30.0, 77.0):
    print(f"A1 share of bound 1s electrons at {temperature} K: "
          f"{a1_fraction(temperature):.3f}")
print("every check passed")
```

Output:

```
input bindings A1, T2, E: 42.7, 32.9, 30.5 meV
sum of six bindings: 202.4 meV
weighted mean binding: 33.73 meV
weighted mean binding: 5.405e-21 J
plain average of three levels: 35.37 meV
diagonal element d: -33.73 meV
opposite-valley coupling g: -0.83 meV
perpendicular-valley coupling f: -2.03 meV
m_t, m_l: 0.1905, 0.9163 m0; permittivity: 11.4
mass ratio gamma: 0.2079
effective Bohr radius a*: 3.167 nm
effective Rydberg Ry*: 19.94 meV
ground energy, Gaussian basis: -1.5675 Ry*
ground energy, spherical basis: -1.5675 Ry*
single-valley binding: 31.26 meV
mean minus single-valley binding: 2.47 meV
same, relative to single valley: 7.9 %
A1 minus single-valley binding: 11.44 meV
T2 minus single-valley binding: 1.64 meV
E minus single-valley binding: -0.76 meV
single-valley binding at eps 11.7: 29.68 meV
mean minus that value: 4.05 meV
eps needed to match the mean: 10.97
largest rounding error of mean: 0.05 meV
rough T2 spin-orbit splitting: 0.3 meV
its largest effect on mean: 0.10 meV
core model, range 0.10 nm: depth 3.00 eV
  full A1, T2, E: 42.70, 31.26, 31.26 meV
  first-order A1 binding: 34.94 meV
  mean binding, full: 33.17 meV
  mean binding, first order: 31.87 meV
core model, range 0.20 nm: depth 0.58 eV
  full A1, T2, E: 42.70, 31.26, 31.26 meV
  first-order A1 binding: 36.36 meV
  mean binding, full: 33.17 meV
  mean binding, first order: 32.11 meV
A1 share of bound 1s electrons at 4.2 K: 1.000
A1 share of bound 1s electrons at 30.0 K: 0.921
A1 share of bound 1s electrons at 77.0 K: 0.499
every check passed
```
